# Spread of island radii at first second-layer nucleation

## Problem

During epitaxial growth, atoms land on top of one-layer islands. A strong step-edge barrier hinders them from stepping down, so that a nucleus of the second layer can form on an island before it merges with its neighbours. Let $R$ be the island radius at which this first happens. For a strong barrier, the probability that an island reaches radius $R$ with no nucleus on top is

$$S(R)=\exp\left[-(R/R_c)^7\right].$$

(a) Find the mean of $R$ in units of $R_c$, and the standard deviation relative to the mean.

(b) Derive the survival law, with $R_c$, and state when it holds.

(c) Evaluate the result for silver islands on Ag(111) at 130 K.

## A tempting solution

Define $u=(R/R_c)^7$. The probability that $u$ exceeds a value $x$ is $e^{-x}$, so $u$ is exponentially distributed, with mean 1 and standard deviation 1. Since $R=R_c\,u^{1/7}$, error propagation gives

$$\langle R\rangle\approx R_c,\qquad \frac{\delta R}{R}\approx\frac17\,\frac{\delta u}{u}=\frac17\approx 14\ \%.$$

## Where it fails

The distribution of $u$ is correct. The fault is the replacement of $u^{1/7}$ by its tangent at $u=1$,

$$u^{1/7}\approx 1+\frac{u-1}{7},$$

which needs a spread of $u$ much smaller than 1. Here the spread equals the mean.

An island that nucleates early, at $u=0.1$, has $R/R_c=0.72$, while the tangent gives 0.87. A late one, at $u=3$, has $R/R_c=1.17$, while the tangent gives 1.29. The curve lies below its tangent on both sides, so the mean must be smaller than $R_c$. The tangent shortens the lower tail and lengthens the upper one; the net effect on the width has to be calculated.

A large exponent does not cure the fault. For a general exponent $p$ the moments of $R/R_c=u^{1/p}$ follow from

$$\langle u^s\rangle=\int_0^\infty u^s e^{-u}\,du=\Gamma(1+s),\qquad \ln\Gamma(1+s)=-\gamma s+\frac{\pi^2}{12}s^2+\dots,$$

with $\gamma=0.577$ Euler's constant. Setting $s=1/p$, the relative variance is

$$\frac{\Gamma(1+2s)}{\Gamma(1+s)^2}-1\approx\frac{\pi^2}{12}(4s^2-2s^2)=\frac{\pi^2}{6p^2}.$$

The relative deviation therefore tends to $\pi/(\sqrt6\,p)=1.28/p$, not to $1/p$. For $p=7$ this leading term is 18 percent, so the full integrals are needed.

## Solution of (a)

The probability density of $R$ is $-dS/dR$. Integration by parts gives

$$\langle R\rangle=-\int_0^\infty R\,\frac{dS}{dR}\,dR=\int_0^\infty S\,dR,\qquad \langle R^2\rangle=2\int_0^\infty R\,S\,dR.$$

The boundary terms vanish because of the factor $R$ or $R^2$ at zero and because of $S$ at infinity. Substitute $R=R_cu^{1/7}$, $dR=(R_c/7)\,u^{-6/7}du$, and use $z\,\Gamma(z)=\Gamma(1+z)$:

$$\langle R\rangle=\frac{R_c}{7}\int_0^\infty u^{-6/7}e^{-u}du=\frac{R_c}{7}\,\Gamma\!\left(\tfrac17\right)=\Gamma\!\left(\tfrac87\right)R_c=0.935\,R_c,$$

$$\langle R^2\rangle=\frac{2R_c^2}{7}\int_0^\infty u^{-5/7}e^{-u}du=\frac{2R_c^2}{7}\,\Gamma\!\left(\tfrac27\right)=\Gamma\!\left(\tfrac97\right)R_c^2=0.8998\,R_c^2.$$

The variance is $(0.89975-0.93544^2)R_c^2=0.0247\,R_c^2$, so the standard deviation is $0.157\,R_c$. Relative to the mean it is

$$\frac{\sigma_R}{\langle R\rangle}=\frac{0.1572}{0.9354}=16.8\ \%\approx 17\ \%.$$

At $R=R_c$ a fraction $e^{-1}=37$ percent of the islands is still without a nucleus. Thus $R_c$ is neither the mean nor the median; the median is $(\ln2)^{1/7}R_c=0.949\,R_c$.

## Solution of (b)

**Residence time.** Let atoms land on a circular island at a rate $q$ per area. Their steady density $n(r)$ obeys $-D\nabla^2n=q$, with $D$ the diffusion coefficient. At the edge the outward flux is $-Dn'(R)=\kappa n(R)$, which defines the exit velocity $\kappa$. One integration gives $n'=-qr/(2D)$, the integration constant being zero because $n$ is finite at the centre. The edge condition then gives $n(R)=qR/(2\kappa)$, and

$$n(r)=q\left[\frac{R^2-r^2}{4D}+\frac{R}{2\kappa}\right].$$

The mean number of atoms on the island is the arrival rate $q\pi R^2$ times the mean residence time $\tau$. The disk average of $R^2-r^2$ is $R^2/2$, so

$$\tau=\frac{R^2}{8D}+\frac{R}{2\kappa}.$$

The barrier is strong when $D/\kappa\gg R$; then $\tau=R/(2\kappa)$.

**Nucleation rate.** Let $\Phi$ be the flux in layers per second and $\Omega$ the area per site. Atoms arrive on the island at the rate $\Lambda=\pi R^2\Phi/\Omega$. Assume that two atoms present together always meet, and that a pair is a stable nucleus. Meeting takes a time of order $R^2\ln(R/a)/(4D)$, with $a$ the site spacing. For this to be much shorter than $\tau$, one needs $D/\kappa\gg R\ln(R/a)$, which is somewhat stricter than the condition for a strong barrier above. Let $T_0$ and $T_1$ be the mean waiting times for nucleation, starting with zero atoms and with one. With one atom present, either it leaves (rate $1/\tau$) or a second arrives (rate $\Lambda$):

$$T_0=\frac1\Lambda+T_1,\qquad \left(\Lambda+\frac1\tau\right)T_1=1+\frac{T_0}{\tau}.$$

Inserting $T_1=T_0-1/\Lambda$, the terms $T_0/\tau$ cancel and $\Lambda T_0=2+1/(\Lambda\tau)$ remains. The nucleation rate is

$$\omega=\frac1{T_0}=\frac{\Lambda^2\tau}{1+2\Lambda\tau}\approx\Lambda^2\tau=\frac{\pi^2\Phi^2R^5}{2\kappa\,\Omega^2}\qquad(\Lambda\tau\ll1).$$

The assumption that atoms meet was tested on a hexagonal lattice island of 61 sites, following one and two random walkers explicitly at $\Lambda\tau=10^{-3}$. With outward hops slowed by a factor $10^{5}$, the rate is 0.998 of $\Lambda^2\tau$, as the denominator $1+2\Lambda\tau$ predicts. With no barrier it is 0.31 of $\Lambda^2\tau$: many atoms then leave before they meet, and the law no longer applies.

**Growth and survival.** Let the island density be $N$, and let each island collect all atoms that land in an equal area $1/N$. Atoms landing on top also count, since before nucleation nearly all of them step down and join the edge. Then

$$\pi R^2=\frac{\Phi t}{N},\qquad dt=\frac{2\pi N}{\Phi}\,R\,dR.$$

From $dS/dt=-\omega S$,

$$-\ln S=\int\omega\,dt=\frac{\pi^3\Phi N}{\kappa\,\Omega^2}\int_0^RR'^6\,dR'=\frac{\pi^3\Phi N}{7\kappa\,\Omega^2}\,R^7,$$

$$R_c^7=\frac{7\kappa\,\Omega^2}{\pi^3\Phi N}.$$

Of the seven powers, four come from $\Lambda^2$, one from $\tau$, one from the growth law and one from the integration. Flux, temperature and barrier enter through $R_c$ alone, so the ratios of part (a) do not depend on them while the assumptions hold. The equal capture areas presuppose that no new islands nucleate between the old ones. Nucleation must also come before neighbouring islands touch. Let $R_t$ be the radius at which an island first touches a neighbour. For equal round islands on a hexagonal array, $R_t$ is $\sqrt{\pi/(2\sqrt3)}=0.952$ of the capture radius $(\pi N)^{-1/2}$; in an irregular arrangement of the same density most islands touch a neighbour earlier. A fraction $e^{-(R_t/R_c)^7}$ of the islands touches without a nucleus. Because of the seventh power a modest margin is enough: for $R_c=0.8\,R_t$ this fraction is 0.8 percent.

## Solution of (c)

Take islands prepared beforehand with capture radius 10 nm, so $N=3.18\times10^{-3}\ \mathrm{nm^{-2}}$, and a flux of 0.01 layers/s. The site spacing is $a=0.289$ nm and $\Omega=0.0723\ \mathrm{nm^2}$. Rough values for the energies are 0.10 eV for diffusion and a further 0.13 eV at the edge, with a prefactor of $10^{13}\ \mathrm{s^{-1}}$.

With $k_BT=11.2$ meV, an edge atom steps down at the rate $\nu'=10^{13}e^{-0.23/0.011203}=1.21\times10^4\ \mathrm{s^{-1}}$. There are $n\Omega$ atoms per edge site and one edge site per length $a$, so

$$\kappa=\frac{\Omega\nu'}{a}=3.03\times10^3\ \mathrm{nm/s},$$

$$R_c^7=\frac{7\,(3033)\,(0.07233)^2}{31.0\,(0.01)\,(3.183\times10^{-3})}\ \mathrm{nm^7}=1.13\times10^5\ \mathrm{nm^7},\qquad R_c=5.3\ \mathrm{nm}.$$

The mean radius at first nucleation is $0.935\times5.27=4.9$ nm and the standard deviation is 0.8 nm. An island has the mean radius at a coverage of $(4.93/10)^2=0.24$ layers, about 24 s after a start from zero radius.

**Conditions.** With a total hop rate $\nu=10^{13}e^{-0.10/0.011203}\ \mathrm{s^{-1}}$ and hops of length $a$, the diffusion coefficient is $D=\nu a^2/4=2.8\times10^7\ \mathrm{nm^2/s}$. The length $D/\kappa$ is then about 9 µm, far above $R_c$, so the barrier is strong. At $R_c$ atoms arrive at 12 per second and stay 0.87 ms, so $\Lambda\tau=0.0105$. The effect on the mean can be derived. With $x=R/R_c$, $\Lambda\tau=\epsilon x^3$ and $\epsilon=0.0105$, the cumulative hazard becomes

$$\int_0^x7y^6(1-2\epsilon y^3)\,dy=x^7-1.4\,\epsilon x^{10}.$$

To keep its value, $x$ must grow by $1.4\,\epsilon x^{10}/(7x^6)=0.2\,\epsilon x^4$. With $\langle x^4\rangle=\Gamma(11/7)=0.89$, the mean rises by 0.2 percent. Direct integration of the equations for zero and one atom on the growing island gives the same shift, and a relative deviation of 16.9 percent.

Two atoms need roughly 0.7 µs to meet, so one of them escapes first in about $2(0.73\ \mathrm{\mu s})/(0.868\ \mathrm{ms})=0.2$ percent of cases. This matters for the stability of pairs. With a rough binding energy of 0.20 eV a pair breaks about 23 times per second, faster than third atoms arrive. It is the barrier that makes nucleation effectively irreversible: the separated atoms nearly always meet again, and for this binding energy the estimated loss before a third atom arrives is at most about 0.3 percent. This is an upper estimate, because it uses the meeting time of randomly placed atoms, while atoms that have just separated start close together. The loss is proportional to the break-up rate, however, so a binding energy lower by 0.04 eV would raise it by a factor of about 36, and pairs could then no longer be taken as stable without a closer calculation.

**Comparison with real islands.** The energies are typical of Ag(111) only roughly, and $R_c\propto\kappa^{1/7}$ softens their errors without removing them. Raising the edge barrier by 0.02 eV multiplies $R_c$ by 0.77, and lowering it by as much multiplies it by 1.29, so an error of this size in the barrier alone would place $R_c$ anywhere between about 4 and 7 nm. The prefactor is uncertain too: a value ten times smaller for the step down multiplies $R_c$ by $10^{-1/7}=0.72$. The convention matters as well. Above, the whole prefactor was assigned to the step down, whereas $\nu$ is a total rate shared among all hop directions. If the prefactor is shared among six directions, of which about two lead off the island, $\kappa$ is about three times smaller and $R_c$ is about 4.5 nm. The spacing of the islands also matters. In a hexagonal array, a capture radius of 10 nm puts neighbouring centres 19 nm apart. A smaller spacing $d$ also lowers $R_c$, which varies as $N^{-1/7}$ and hence as $d^{2/7}$. The margin $R_c=0.8\,R_t=0.4\,d$ is then reached at $d\approx11$ nm, so the centres should be at least this far apart if few islands are to touch before they nucleate. The arrangement matters as well: if islands of equal radius were placed at random at the density of this example, about 60 percent would touch a neighbour before nucleating. The spacing also has an upper limit, because new islands form between the old ones when these are too far apart. Up to $R_c$, and with the diffusion prefactor used here, their estimated number per old island is about 0.01 at a spacing of 19 nm, but of order one at 38 nm. This estimate varies as $1/D$: at 19 nm a diffusion prefactor ten times smaller gives about 0.1, and one fifty times smaller gives about 0.6, in which case equal capture areas can no longer be assumed. The meeting time of two atoms on an island grows as $1/D$ in the same way. Real islands also have unequal capture areas. Since $R_c$ varies as the capture area to the power 1/7, an assumed 30 percent spread of areas adds about $30/7=4.3$ percent in quadrature, and $\sqrt{16.8^2+4.3^2}=17.3$ percent. Averaging over a gamma distribution of areas gives 17.4 percent. Linear propagation is adequate for this step because the area spread is small compared with its mean. Real steps also have kinks and different edge orientations, whose exit rates differ; the single $\kappa$ used here stands for their average. Finally, the model assumes compact, round islands. At 130 K atoms may round the island corners too slowly to keep this shape, and growing islands can then branch. The numbers above apply only while the islands stay compact.

The remaining estimates are in the numerical output.

## Computed values

```
Mean radius / Rc, Gamma(8/7): 0.93544
Mean radius / Rc, quadrature: 0.93544
Gamma(9/7): 0.89975
Standard deviation / Rc: 0.15717
Standard deviation / mean: 16.80 %
Median radius / Rc: 0.9490
Residence time test, numeric: 1.92857 (model units)
Residence time test, formula: 1.92857 (model units)
Lattice test island: 61 sites
Lattice rate/(Lambda^2 tau), strong barrier: 0.9979
Lattice rate/(Lambda^2 tau), no barrier: 0.312
Meeting time, lattice/estimate: 1.12
Example: Ag on Ag(111), rough parameters
Temperature: 130 K
kT: 11.203 meV
Flux: 0.010 layers/s
Site spacing: 0.289 nm
Area per site: 0.07233 nm^2
Diffusion barrier: 0.10 eV
Extra edge barrier: 0.13 eV
Pair binding energy: 0.20 eV
Rate prefactor: 1.0e+13 1/s
Capture radius: 10.0 nm
Seed radius: 1.5 nm
Island density: 3.183e-03 1/nm^2
Descent rate of an edge atom: 1.212e+04 1/s
Diffusion coefficient: 2.773e+07 nm^2/s
Edge exit velocity kappa: 3.033e+03 nm/s
Barrier length D/kappa: 9.143e+03 nm
Rc: 5.268 nm
Mean radius at first nucleation: 4.928 nm
Standard deviation: 0.828 nm
Coverage at mean radius: 0.243 layers
Time to mean radius from R=0: 24.3 s
Arrival rate at Rc: 12.05 1/s
Residence time at Rc: 0.868 ms
Lambda tau at Rc: 0.0105
Occupation equations, mean radius: 4.937 nm
Occupation equations, sd/mean: 16.88 %
Shift of mean from Lambda tau: 0.199 %
Same shift, kappa 100 times larger: 0.0143 %
Diffusion part of residence time: 0.0144 %
Meeting time at Rc, rough: 0.73 microseconds
Chance that a pair fails to meet: 0.17 %
Pair break-up rate, rough: 23.4 1/s
Pairs lost before third atom: 0.33 %
Hazard missed below seed radius: 1.5e-04
New islands per cell up to Rc: 0.0118
Survival to R = capture radius: 2.6e-39
Assumed capture area spread: 30 %
sd/mean with that spread: 17.37 %
Rc factor for +0.02 eV edge barrier: 0.775
Rc factor for -0.02 eV edge barrier: 1.291
```
